# Why a constant field drives no steady current in a perfect crystal

## The argument under review

The argument submitted for comment has three steps.

(a) In a perfect crystal an electron is not scattered, so a constant electric field changes its crystal momentum at a constant rate.

(b) The electron therefore gains velocity along the force, like a free particle with an effective mass.

(c) Resistance comes from scattering. A crystal without scattering must therefore carry a steady current at least as large as that of an ordinary conductor in the same field.

Step (a) is correct. Step (b) holds only while the electron's crystal momentum is near the band bottom, and the field soon carries it away from there; step (c) does not follow. The comments below use the simplest crystal in which the question can be settled, and then ask which of its assumptions matter.

## The model and its conventions

Take an infinite chain of sites $n$ at positions $x=nd$, one orbital per site, with hopping energy $J>0$ between neighbours. The electron has charge $-e$, and the field, of strength $F>0$, points towards $-x$. The force on the electron is then $+eF$ and its potential energy is $-eFx$. There is one band, no scattering, and no interaction between electrons. With $S$ the translation by one site, $S|n\rangle=|n+1\rangle$, and $\hat n$ the site number,

$$H=-J(S+S^\dagger)-eFd\,\hat n .$$

Without the field, a Bloch state with amplitudes $e^{i\theta n}$, $\theta=kd$, has energy $E(\theta)=-2J\cos\theta$. The bandwidth is $W=4J$. The letter $J$ without an index is always the hopping; Bessel functions are written $\mathcal J_\nu$.

The numerical case is a model superlattice with round parameters: $J=5$ meV, $d=10$ nm and $eF=0.2$ meV/nm, a field of 2 kV/cm. Units of meV, nm and ps suit it better than atomic units. The numbers for packets and eigenstates come from diagonalizing a finite chain whose ends the packets do not reach, and the drift velocities with scattering from a discretized Boltzmann equation; they are collected in the numerical output after the text.

## First objection: the energy does not balance

Before solving for the motion, one can ask where the energy would go. $H$ does not depend on time, so its mean value is conserved:

$$\langle E_{\rm band}\rangle_t-eF\langle x\rangle_t=\langle E_{\rm band}\rangle_0-eF\langle x\rangle_0 .$$

Hence

$$eF\left[\langle x\rangle_t-\langle x\rangle_0\right]=\langle E_{\rm band}\rangle_t-\langle E_{\rm band}\rangle_0\le W .$$

The inequality holds because a mean band energy lies between the bottom and the top of the band. The work done by the field has to be stored as band energy, and the band can store no more than $W$. A steady drift would require unlimited storage. The displacement along the force is therefore at most $W/(eF)$, here $20/0.2=100$ nm.

The cosine shape of the band was not used. With an added second-neighbour hopping of 2 meV the bandwidth becomes 21.125 meV and the bound 105.62 nm. A packet ten sites wide, started at the band bottom, covers 105.40 nm.

## Second objection: velocity is periodic in momentum

The motion can be found without approximation within the model. Acting on a site state, $\hat nS|n\rangle=(n+1)|n+1\rangle$ and $S\hat n|n\rangle=n|n+1\rangle$, so $[\hat n,S]=S$; the adjoint relation is $[\hat n,S^\dagger]=-S^\dagger$. On the infinite chain $S$ and $S^\dagger$ commute. The Heisenberg equation for $S$ is then

$$\frac{dS}{dt}=\frac{i}{\hbar}[H,S]=-\frac{i}{\hbar}eFd\,S,\qquad S(t)=S(0)e^{-i\omega_Bt},\qquad \omega_B=\frac{eFd}{\hbar}.$$

A Bloch state has $S=e^{-i\theta}$, so this says that $\theta$ grows as $\omega_Bt$, which is step (a). For the position,

$$\frac{d\hat n}{dt}=\frac{i}{\hbar}[H,\hat n]=-\frac{iJ}{\hbar}\left([S,\hat n]+[S^\dagger,\hat n]\right)=\frac{iJ}{\hbar}(S-S^\dagger).$$

Write the initial mean translation as $\langle S\rangle_0=Ae^{-i\theta_0}$. Since $S$ is unitary, $0\le A\le1$. Then $\langle S-S^\dagger\rangle_t=-2iA\sin(\theta_0+\omega_Bt)$, and multiplying by $d$ gives the mean velocity

$$v(t)=\frac{2JAd}{\hbar}\sin(\theta_0+\omega_Bt).$$

Its average over one period $T=2\pi/\omega_B=h/(eFd)$ is zero. Integrating, with $d/(\hbar\omega_B)=1/(eF)$,

$$\langle x\rangle_t-\langle x\rangle_0=\frac{2JA}{eF}\left[\cos\theta_0-\cos(\theta_0+\omega_Bt)\right].$$

This is the Bloch oscillation. The bracket varies over a range of 2, so the peak-to-peak range is $4JA/(eF)=AW/(eF)$. Crystal momentum does increase steadily, but past $\theta=\pi/2$ a further increase lowers the velocity, and past $\theta=\pi$ the electron moves against the force.

Step (b) is the early part of this motion. For $\theta_0=0$ and $A\simeq1$, the expansion $1-\cos\omega_Bt\simeq\omega_B^2t^2/2$ gives

$$\langle x\rangle_t-\langle x\rangle_0\simeq\frac{J}{eF}\left(\frac{eFd}{\hbar}\right)^2t^2=\frac{eF\,t^2}{2m^*},\qquad m^*=\frac{\hbar^2}{2Jd^2}.$$

In the example $eFd=2$ meV and $T=2.07$ ps. At $T/20$ the packet has moved 2.44 nm, and constant acceleration gives 2.47 nm. At $T/2$ the packet is at its turning point, 99.9 nm from the start, while constant acceleration would have taken it to 247 nm.

## How much of the range a packet uses

The factor $A$ measures how sharply $\theta$ is defined. Take a Gaussian packet with amplitudes proportional to $e^{-n^2/4\sigma^2}e^{i\theta_0n}$, whose probability has width $\sigma$ in sites. Neighbouring amplitudes multiply to a Gaussian centred halfway between the sites, because

$$n^2+(n+1)^2=2\left(n+\tfrac12\right)^2+\tfrac12 .$$

Therefore

$$A=e^{-1/8\sigma^2}\,\frac{\sum_n e^{-(n+1/2)^2/2\sigma^2}}{\sum_n e^{-n^2/2\sigma^2}}\simeq e^{-1/8\sigma^2}.$$

For $\sigma\ge1$ both sums are very close to the integral $\sqrt{2\pi}\,\sigma$, and their ratio can be set to 1.

For $\sigma=10$, $A=0.99875$ and the range is 99.88 nm. For $\sigma=1$, $A=0.8825$ and the range is 88.25 nm. The range $W/(eF)$ is thus the limit of a packet broad in space and narrow in momentum. The starting momentum shifts the interval without changing its length: the broad packet runs from 0 to 99.88 nm if $\theta_0=0$, and between $-49.94$ and $49.94$ nm if $\theta_0=\pi/2$.

## The stationary states carry no current either

One might still hope for a stationary state with a current. Let $c_n$ be the amplitudes of an eigenstate:

$$-J(c_{n+1}+c_{n-1})-eFd\,n\,c_n=E\,c_n .$$

Try $c_n=\mathcal J_{m-n}(z)$ with integer $m$ and $z=2J/(eFd)$. With $\nu=m-n$, the Bessel recurrence $\mathcal J_{\nu-1}+\mathcal J_{\nu+1}=(2\nu/z)\mathcal J_\nu$ turns the hopping term into $-(2J/z)\nu\,c_n=-eFd\,(m-n)c_n$. The terms in $n$ cancel, leaving

$$E_m=-m\,eFd .$$

These are the Wannier-Stark states. To see that none is missing, use the generating function $e^{iz\sin\varphi}=\sum_\nu\mathcal J_\nu(z)e^{i\nu\varphi}$. Its modulus is 1, so Parseval's theorem gives $\sum_\nu\mathcal J_\nu\mathcal J_{\nu+p}=\delta_{p0}$. Summed over $n$ this is orthonormality, and summed over $m$ it is completeness.

The amplitudes are real, so $\langle S\rangle$ is real and the mean velocity, proportional to $\langle S-S^\dagger\rangle$, vanishes. The equal level spacing also explains the period: after $T$ each phase factor $e^{-iE_mt/\hbar}=e^{im\omega_Bt}$ equals 1, and every initial state recurs.

The size of these states matches the packet's range. An electron of energy $E_m$ with $E_m=-2J\cos\theta-eFx$ sits at $x=md-zd\cos\theta$, an interval of length $2zd=W/(eF)$. Differentiating the generating function with respect to $\varphi$ and applying Parseval's theorem again gives

$$\sum_\nu\nu^2\mathcal J_\nu^2(z)=z^2\,\overline{\cos^2\varphi}=\frac{z^2}{2},$$

where the bar is an average over $\varphi$. The rms width is $zd/\sqrt2$. In the example $z=5$ and the width is 35.4 nm. About 96% of the probability lies within five sites of the centre, and the most probable sites are four sites away, near the turning points, with probability 0.153 each.

## A case with no motion of the centre

An electron placed on the single site $n=0$ has no overlap with its neighbour, so $A=0$ and its centre stays at rest. The packet still changes. Expanding in the eigenstates, and writing $\mathcal J_{m-n}$ as a Fourier integral of the generating function,

$$c_n(t)=\sum_m\mathcal J_{m-n}(z)\mathcal J_m(z)e^{im\omega_Bt}=\int_0^{2\pi}\frac{d\varphi}{2\pi}\,e^{in\varphi}e^{iz[\sin\varphi+\sin(\omega_Bt-\varphi)]}.$$

The bracket equals $2\sin(\omega_Bt/2)\cos(\varphi-\omega_Bt/2)$. Shifting $\varphi$ so that the cosine becomes a sine yields a phase factor times a Bessel function, and

$$|c_n(t)|^2=\mathcal J_n^2\!\left(2z\left|\sin\tfrac{\omega_Bt}{2}\right|\right).$$

By the sum rule above, the rms width is $\sqrt2\,zd\,|\sin(\omega_Bt/2)|$. It grows to 70.7 nm at half a period and shrinks back to zero. An oscillating centre is therefore not needed for a Bloch oscillation; recurrence is.

## Third objection: scattering is what makes the current steady

Step (c) treats scattering purely as an obstacle. Suppose it returns the distribution $f(\theta)$ to its thermal form $f_0$ in a time $\tau$. This requires scattering that exchanges energy with the surroundings: static scatterers of bounded strength leave $H$ independent of time, and the energy balance of the first objection would still forbid a steady drift. In the steady state the Boltzmann equation reads

$$\omega_B\frac{df}{d\theta}=-\frac{f-f_0}{\tau}.$$

Multiply by $\sin\theta$ and by $\cos\theta$ and integrate over a period, by parts on the left. Since $f_0$ is even, its mean sine vanishes, and

$$\omega_B\tau\langle\cos\theta\rangle=\langle\sin\theta\rangle,\qquad \omega_B\tau\langle\sin\theta\rangle=C_0-\langle\cos\theta\rangle,$$

where $C_0$ is the thermal mean of $\cos\theta$. Eliminating $\langle\cos\theta\rangle$ gives the drift velocity

$$v=\frac{2Jd}{\hbar}\langle\sin\theta\rangle=\frac{2Jd}{\hbar}\,C_0\,\frac{\omega_B\tau}{1+\omega_B^2\tau^2}.$$

For a dilute electron gas $f_0\propto e^{2J\cos\theta/k_BT_e}$, with $T_e$ the temperature, and $C_0=I_1(2J/k_BT_e)/I_0(2J/k_BT_e)$, a ratio of modified Bessel functions.

For $\omega_B\tau\ll1$ this becomes $v\simeq C_0\,eF\tau/m^*$: Ohm's law, with a drift that grows as the energy-exchanging scattering becomes rarer. Step (c) extends this trend to $\tau\to\infty$. At fixed field, however, the condition $\omega_B\tau\ll1$ then fails. The drift peaks at $\omega_B\tau=1$, then decreases, and falls as $1/\tau$ once $\omega_B\tau\gg1$. The order of limits matters: weak field at given $\tau$ gives Ohm's law, while $\tau\to\infty$ at given field gives no drift. Removing only static defects is a different limit, because the scattering that exchanges energy remains.

With $k_BT_e=5$ meV, $C_0=0.698$. The velocity scale is $2Jd/\hbar=zd\,\omega_B=5\times10\times3.04=152$ nm/ps, so the peak drift is $152\times0.698/2=53$ nm/ps, reached at $\tau=0.33$ ps. The drift is 29.5 nm/ps at $\tau=0.1$ ps, 31.5 at 1 ps and 3.5 at 10 ps.

The energy balance now closes. The mean band energy exceeds its thermal value by $2J(C_0-\langle\cos\theta\rangle)=2J\omega_B\tau\langle\sin\theta\rangle$. Scattering removes this excess at the rate $1/\tau$, that is, with power $2J\omega_B\langle\sin\theta\rangle=eFv$, the power supplied by the field.

## Where the correct analysis itself fails

The bound $W/(eF)$ assumes that the electron stays in one band. To test this, let the site energies alternate between $+\Delta/2$ and $-\Delta/2$. This couples $\theta$ to $\theta+\pi$ with matrix element $\Delta/2$ and opens a gap $\Delta$ at $\theta=\pi/2$, where the energies $\mp2J\cos\theta$ cross. The two bands are $\pm\sqrt{4J^2\cos^2\theta+\Delta^2/4}$. The one-band bound now refers to the lower band, of width $\sqrt{4J^2+\Delta^2/4}-\Delta/2$, and it holds only approximately, because the field mixes in some of the upper band near the gap; it fails outright if the electron crosses the gap. In the lower band the cell is doubled and the oscillation period is $T/2$. In this model the two bands together still span only $2\sqrt{4J^2+\Delta^2/4}$, so the energy balance continues to bound the displacement by this span divided by $eF$; unbounded motion would need an unlimited sequence of higher bands. Near the crossing, with $t$ measured from it, the uncoupled energies $\mp2J\cos\theta$ are $\pm2J\omega_Bt$. Their separation changes at the rate $\alpha=4J\omega_B$, and the amplitudes obey

$$i\hbar\dot a=\tfrac{\alpha t}{2}a+\tfrac{\Delta}{2}b,\qquad i\hbar\dot b=\tfrac{\Delta}{2}a-\tfrac{\alpha t}{2}b .$$

Far from the crossing, the state that is mostly $a$ has energy $\alpha t/2+\Delta^2/(4\alpha t)$ by second-order perturbation theory. Integrating this energy over time gives

$$a\propto e^{-i\alpha t^2/4\hbar}\,t^{-i\kappa},\qquad\kappa=\frac{\Delta^2}{4\hbar\alpha}.$$

Continue this form from $t<0$ to $t>0$ along a large semicircle in the upper half of the complex $t$ plane. The solution is the decaying one on the first quarter circle and the growing one on the second, so its own coefficient is not altered by the other solution. The argument of $t$ falls from $\pi$ to 0, which multiplies $|a|$ by $e^{-\pi\kappa}$. An electron that keeps its amplitude $a$ has changed bands, so the Zener transfer probability per passage is

$$P=e^{-2\pi\kappa}=\exp\left(-\frac{\pi\Delta^2}{8J\,eFd}\right).$$

Linearizing the crossing requires $\Delta\ll4J$. For $\Delta=5$ meV the exponent is $-\pi\times25/80=-0.98$ and $P=0.375$; the simulated packet gives 0.377. A gap of 8 meV reduces the simulated transfer to 0.083. Doubling the force at $\Delta=5$ meV raises it to 0.609.

The one-band description therefore needs $\Delta^2\gg8J\,eFd/\pi$ in this model, a gap well above 5 meV at the field of the example. This condition is necessary but not sufficient. It was derived for $\Delta\ll4J$, and for larger gaps the formula underestimates the transfer. It also concerns a single passage. Without scattering, the amplitudes transferred in successive passages add coherently, and at fields where the Wannier-Stark ladders of the two bands are in resonance the electron moves almost completely into the upper band after enough periods, even when $P$ is small. For the oscillation to complete many periods before scattering, their number, $\tau/T=\omega_B\tau/2\pi$ for the simple chain and twice that in the lower band of the gapped chain, must also be large. The first condition limits the field from above and the second from below.

## Table of computed values

```
hopping 5.0 meV, bandwidth W 20.0 meV
spacing d 10.0 nm, force eF 0.20 meV/nm
field strength 2.0 kV/cm
energy step eFd 2.00 meV, Bessel argument z 5.00
Bloch period 2.0678 ps, omega_B 3.0385 rad/ps
ideal range W/eF 100.00 nm
packet width 10 sites, start theta 0.0000 rad: A 0.99875, x from 0.00 to 99.88 nm, range 99.88 nm
packet width 10 sites, start theta 1.5708 rad: A 0.99875, x from -49.94 to 49.94 nm, range 99.88 nm
packet width 1 sites, start theta 0.0000 rad: A 0.88250, x from 0.00 to 88.25 nm, range 88.25 nm
at T/20: packet 2.444 nm, constant acceleration 2.467 nm
at T/2: packet 99.875 nm, constant acceleration 246.740 nm
largest packet speed 151.7 nm/ps
mean velocity over one period 0.000000 nm/ps
second-neighbour hopping 2.0 meV: bandwidth 21.125 meV, bound 105.62 nm, range 105.40 nm
Wannier-Stark probability at distance 0..8 sites: 0.0315 0.1073 0.0022 0.1331 0.1531 0.0682 0.0172 0.0028 0.0003
Wannier-Stark rms width 35.36 nm, weight within z sites of centre 0.9592
single-site start: largest rms width 70.71 nm, largest centre shift 0.0000 nm
thermal energy 5.0 meV, I1/I0 factor 0.6978
scattering time 0.1000 ps: omega_B tau 0.304, steady drift 29.488 nm/ps
scattering time 0.3291 ps: omega_B tau 1.000, steady drift 53.005 nm/ps
scattering time 1.0000 ps: omega_B tau 3.039, steady drift 31.480 nm/ps
scattering time 10.0000 ps: omega_B tau 30.385, steady drift 3.485 nm/ps
gap 3.0 meV, force 0.2 meV/nm: transfer 0.7032, estimate 0.7023
gap 5.0 meV, force 0.2 meV/nm: transfer 0.3769, estimate 0.3747
gap 8.0 meV, force 0.2 meV/nm: transfer 0.0834, estimate 0.0810
gap 5.0 meV, force 0.4 meV/nm: transfer 0.6087, estimate 0.6121
```
